# Stirling's formula and the energy-gap law for weakly coupled multiphonon transitions, part 1

(Sections cited here and not found follow in the second part.)

## First half: from displaced oscillators to a closed rate

**Q.** An electron in a defect or an ion drops to a lower level, emits no light, and the energy goes into several phonons. I am told that the rate falls roughly exponentially with the gap. Before I believe that, what is the model, and what is held fixed?

**A.** There are two electronic states, the initial one $i$ and the final one $f$, and to begin with one vibrational mode of angular frequency $\omega$. The mode has the same frequency in both states. The electronic change shifts its equilibrium position and does nothing else to it. The temperature is zero, so the mode starts in its ground state on surface $i$.

Take a dimensionless coordinate $x$ and momentum $\pi$ with $[x,\pi]=i$, and measure $x$ from the minimum of surface $i$. The vibrational Hamiltonians are

$$H_i=\frac{\hbar\omega}{2}\left(\pi^2+x^2\right),\qquad H_f=\frac{\hbar\omega}{2}\left[\pi^2+\left(x+\sqrt{2S}\right)^2\right]-\Delta E .$$

The final minimum lies at $x=-\sqrt{2S}$ and is lower by the gap $\Delta E$. The zero-point energies are equal, so $\Delta E$ is also the distance between the two vibrational ground levels. At $x=0$ the final surface stands above its own minimum by

$$\frac{\hbar\omega}{2}\left(\sqrt{2S}\right)^2=S\hbar\omega .$$

This is the relaxation energy. The number $S$, the Huang–Rhys factor, is the relaxation energy counted in phonons.

**Q.** If $S$ is 0.05, the lattice relaxes by a twentieth of a phonon energy. How can it then take up six whole phonons?

**A.** With a small amplitude, which can be calculated. Write $a=(x+i\pi)/\sqrt2$ for the lowering operator of surface $i$. The lowering operator of surface $f$ has $x+\sqrt{2S}$ in place of $x$:

$$b=\frac{x+\sqrt{2S}+i\pi}{\sqrt2}=a+\sqrt S .$$

The initial state obeys $a|0\rangle=0$, and therefore

$$b|0\rangle=\sqrt S\,|0\rangle .$$

Let $|\tilde n\rangle$ be the state with $n$ phonons on the final surface and $c_n=\langle\tilde n|0\rangle$. Since $b^\dagger|\tilde n\rangle=\sqrt{n+1}\,|\widetilde{n+1}\rangle$, its adjoint gives $\langle\tilde n|b=\sqrt{n+1}\,\langle\widetilde{n+1}|$. Projecting the equation for $b|0\rangle$ on $\langle\tilde n|$ yields

$$\sqrt{n+1}\,c_{n+1}=\sqrt S\,c_n\quad\Rightarrow\quad c_n=c_0\frac{S^{n/2}}{\sqrt{n!}} .$$

The final states are complete, so the probabilities add to one:

$$1=\sum_{n=0}^\infty|c_n|^2=|c_0|^2\sum_{n=0}^\infty\frac{S^n}{n!}=|c_0|^2e^S .$$

Hence

$$P_n=|c_n|^2=e^{-S}\frac{S^n}{n!},$$

a Poisson distribution of mean $S$. The old ground state is a displaced wave packet on the new surface. It contains every phonon number, and the component with six quanta is small but not zero. Energy conservation selects that component when the gap is six phonons wide.

I have also diagonalized the two oscillators in a basis of 90 number states for $S=0.05$. The squared overlaps for $n=0$ to 7 agree with $P_n$ to within one part in $10^5$.

**Q.** A solid has a great many modes. Why should one oscillator represent them?

**A.** For modes of equal frequency it does so without further approximation. Let mode $k$ have the factor $S_k$, and let $S=\sum_kS_k$. The modes are independent, so the probability of $p$ phonons in all is a sum over the ways of sharing them:

$$\sum_{\{n_k\},\,\sum n_k=p}\ \prod_k e^{-S_k}\frac{S_k^{n_k}}{n_k!}
=\frac{e^{-S}}{p!}\sum_{\{n_k\},\,\sum n_k=p}\frac{p!}{\prod_kn_k!}\prod_kS_k^{n_k}
=e^{-S}\frac{S^p}{p!}.$$

The last step is the multinomial theorem for $(\sum_kS_k)^p$. The middle expression says more. Given that $p$ phonons are emitted, each behaves as an independent draw that falls in mode $k$ with probability $S_k/S$. That remains true if the mode energies differ, because the overlaps depend on the $S_k$ alone as long as each mode keeps its own frequency in the transition.

**Q.** So far you have probabilities of overlap. A rate needs a mechanism that makes the electron jump.

**A.** Let $V$ be the electronic matrix element that connects the two states, assumed independent of the vibrational coordinate. This is the Condon approximation. The matrix element to a final vibronic state $m$ is then $V_m=V\langle m|0\rangle$.

To first order in $V$, the amplitude of state $m$ after a time $t$ is

$$A_m(t)=-\frac{i}{\hbar}V_m\int_0^te^{i\epsilon_mt'/\hbar}\,dt' ,$$

where $\epsilon_m$ is the energy of $m$ minus the initial energy. The integral has the modulus $(2\hbar/|\epsilon_m|)\,|\sin(\epsilon_mt/2\hbar)|$, so

$$|A_m|^2=|V_m|^2\,\frac{4\sin^2(\epsilon_mt/2\hbar)}{\epsilon_m^2}.$$

If the final states form a continuum in which the squared coupling per unit energy, $G(\epsilon)$, is smooth near $\epsilon=0$, the total probability after a time long enough to resolve $G$ is

$$\int G(\epsilon)\frac{4\sin^2(\epsilon t/2\hbar)}{\epsilon^2}d\epsilon\simeq G(0)\,\frac{2t}{\hbar}\int_{-\infty}^{\infty}\frac{\sin^2y}{y^2}\,dy=\frac{2\pi}{\hbar}G(0)\,t ,$$

with $y=\epsilon t/2\hbar$ and the standard integral $\int\sin^2y/y^2\,dy=\pi$. The rate is $2\pi G(0)/\hbar$. The time must also be short enough for the initial state to be hardly depleted.

**Q.** Then you are in trouble. With a single phonon energy the final levels sit at multiples of $\hbar\omega$. That is a comb of sharp lines and not a continuum, and the rate is either zero or infinite.

**A.** The objection is right, and the rate has to be defined with care. For sharp levels the golden rule reads

$$w(E)=\frac{2\pi}{\hbar}V^2\sum_nP_n\,\delta(E-n\hbar\omega),$$

where $E$ is the gap. I take the average of $w$ over gaps in a window of width $\hbar\omega$ centred on $p\hbar\omega$. One line falls in the window, and

$$W_p=\frac{1}{\hbar\omega}\int_{(p-\frac12)\hbar\omega}^{(p+\frac12)\hbar\omega}w(E)\,dE=\frac{2\pi}{\hbar}\,\frac{V^2}{\hbar\omega}\,e^{-S}\frac{S^p}{p!}.$$

The factor $1/\hbar\omega$ is thus a density of final states: one line per phonon energy.

**Q.** Averaging over gaps is a mathematical convenience. Which real system does it describe?

**A.** Two physical facts give it content. First, phonons in a solid have a band of energies. Let $f(\epsilon)$ be the normalized distribution of the energy of one emitted phonon. The $p$ emitted phonons are independent draws, so their total energy has the $p$-fold convolution of $f$ as its distribution. The $p$-th line becomes a peak of finite width, and this supplies the continuum. Its area is still $P_p$, because a convolution of normalized distributions is normalized. The window average keeps its value as long as the peak lies inside the window and its neighbours contribute negligibly there.

Secondly, in a glass or at an amorphous interface the gap varies from site to site. If the gaps are spread evenly over one phonon energy, $W_p$ is the initial decay rate averaged over sites. A single site may decay faster or slower than $W_p$. So may the average over sites if the gaps spread over much less than a phonon energy, as is usual for the well-shielded 4f levels of rare-earth ions.

I have tested the first point with a flat phonon band from 0.12 to 0.14 eV and $S=0.05$, computing the whole line shape by Fourier transformation. For $p=1$ to 6 the window averages agree with $P_p/\hbar\omega$ to within one part in a thousand.

**Q.** And the golden rule itself? You used first order in $V$.

**A.** A direct solution of the Schrödinger equation bears it out in a case where it could fail. One level was coupled to 801 states spread evenly over an energy range $\hbar\omega$, with the root of the summed squared couplings equal to $0.04\,\hbar\omega$. After the time in which the golden rule predicts a decay to $1/e$, the logarithm of the survival probability was 0.993 times the predicted one.

**Q.** Now the factorial. I don't want to take Stirling's formula on trust. How large is its error at $p=6$, which is hardly a large number?

**A.** The error can be enclosed from both sides. Define

$$r_n=\ln n!-\left(n+\tfrac12\right)\ln n+n .$$

Since $\ln(n+1)!=\ln n!+\ln(n+1)$, subtraction gives

$$r_n-r_{n+1}=\left(n+\tfrac12\right)\ln\frac{n+1}{n}-1 .$$

Put $u=1/(2n+1)$. Then $(n+1)/n=(1+u)/(1-u)$ and $n+\tfrac12=1/(2u)$. The logarithmic series $\ln\frac{1+u}{1-u}=2(u+u^3/3+u^5/5+\dots)$ leads to

$$r_n-r_{n+1}=\frac{u^2}{3}+\frac{u^4}{5}+\frac{u^6}{7}+\dots$$

For an upper bound, replace every denominator by 3 and sum the geometric series:

$$r_n-r_{n+1}<\frac{u^2}{3(1-u^2)}=\frac{1}{3[(2n+1)^2-1]}=\frac{1}{12n(n+1)}=\frac1{12}\left(\frac1n-\frac1{n+1}\right).$$

For a lower bound, use $2k+1\le3^k$, which makes each term $u^{2k}/(2k+1)$ at least $(u^2/3)^k$:

$$r_n-r_{n+1}>\frac{u^2/3}{1-u^2/3}=\frac{1}{12n^2+12n+2}.$$

This exceeds

$$\frac1{12n+1}-\frac1{12n+13}=\frac{12}{(12n+1)(12n+13)}=\frac{1}{12n^2+14n+\frac{13}{12}},$$

because $2n>\frac{11}{12}$ for $n\ge1$. Adding the inequalities from $n=p$ upwards, where the differences telescope, gives

$$\frac1{12p+1}<r_p-r_\infty<\frac1{12p}.$$

**Q.** That leaves the constant $r_\infty$.

**A.** It follows from $n!=\int_0^\infty z^ne^{-z}dz$. Substitute $z=n+\sqrt n\,y$:

$$n!=n^ne^{-n}\sqrt n\int_{-\sqrt n}^{\infty}e^{\varphi_n(y)}dy,\qquad \varphi_n(y)=n\ln\left(1+\frac{y}{\sqrt n}\right)-\sqrt n\,y .$$

Here $\varphi_n(0)=0$ and

$$\frac{d\varphi_n}{dy}=\frac{\sqrt n}{1+y/\sqrt n}-\sqrt n=-\frac{y}{1+y/\sqrt n}.$$

As $n$ grows at fixed $y$, the slope tends to $-y$, so $\varphi_n\to-y^2/2$. The limit may be taken under the integral, since the integrand stays below an integrable function: for $y<0$ the denominator is less than one and $\varphi_n\le-y^2/2$, while for $y>0$ the denominator is largest at $n=1$ and $\varphi_n\le\ln(1+y)-y$. The integral therefore tends to $\int e^{-y^2/2}dy=\sqrt{2\pi}$, and $r_\infty=\frac12\ln2\pi$. The result is

$$p!=\sqrt{2\pi p}\;p^p\,e^{-p}\,e^{\theta_p},\qquad \frac1{12p+1}<\theta_p<\frac1{12p}.$$

At $p=6$ the correction $\theta_p$ lies between 1/73 and 1/72, which is about 1.4 percent.

**Q.** Then put it into the rate, and show me where each factor goes.

**A.** Dropping $e^{\theta_p}$,

$$\frac{S^p}{p!}\simeq\frac{1}{\sqrt{2\pi p}}\,S^p\,p^{-p}\,e^{p}.$$

The powers combine as

$$S^pp^{-p}e^p=\exp\left(p\ln S-p\ln p+p\right)=\exp\left\{-p\left[\ln\frac pS-1\right]\right\},$$

and the numerical prefactor is $2\pi/\sqrt{2\pi p}=\sqrt{2\pi/p}$. Hence

$$W_p\simeq\frac{V^2}{\hbar\,(\hbar\omega)}\sqrt{\frac{2\pi}{p}}\;\exp\left\{-S-p\left[\ln\frac pS-1\right]\right\},\qquad p=\frac{\Delta E}{\hbar\omega}.$$

The true factorial is larger than its approximation, so this form overestimates $W_p$ by the factor $e^{\theta_p}$.

**Q.** Where did you use weak coupling? I see no small $S$ in the derivation.

**A.** It has not been used. Stirling's formula concerns $p$, and the closed form holds for any $S$ within the model. Weak coupling, $S\ll p$, enters when the exponent is read as a law of decay. The bracket is then positive and varies slowly, through a logarithm. Each further phonon costs another small factor, because the lattice displacement is small.

## Second half: the slope, the numbers and the limits

**Q.** Restate what you carry over, so that I can attack it.

**A.** The gap is $\Delta E=p\hbar\omega$, $S$ is the Huang–Rhys factor, and $V$ is the constant electronic coupling. The operators $a$ and $b=a+\sqrt S$ lower the phonon number on the initial and final surfaces, and $c_n=\langle\tilde n|0\rangle$ obeys $\sqrt{n+1}\,c_{n+1}=\sqrt S\,c_n$. The rate, averaged over gaps in a window $\hbar\omega$ wide, is

$$W_p=\frac{2\pi V^2}{\hbar(\hbar\omega)}e^{-S}\frac{S^p}{p!}\simeq\frac{V^2}{\hbar(\hbar\omega)}\sqrt{\frac{2\pi}{p}}\,e^{-S-p[\ln(p/S)-1]} .$$

**Q.** Then the gap law is $W\propto e^{-\gamma\Delta E/\hbar\omega}$ with $\gamma=\ln(p/S)-1$, and a plot of $\ln W$ against the gap has the slope $-\gamma/\hbar\omega$.

**A.** The first expression is a fair way of writing the closed form, but the second statement doesn't follow, because $\gamma$ itself depends on $p$. Treat $p$ as continuous and differentiate:

$$\ln W=\text{const}-\tfrac12\ln p-p\ln\frac pS+p,$$

$$\frac{d\ln W}{dp}=-\frac1{2p}-\ln\frac pS-1+1=-\left[\ln\frac pS+\frac1{2p}\right].$$

The derivative of $\ln(p/S)$, multiplied by $p$, gives a 1 that cancels the 1 in $\gamma$. Near a reference number $p_0$ the gap law is therefore

$$W\simeq W_{p_0}\,e^{-\beta(\Delta E-p_0\hbar\omega)},\qquad \beta=\frac{1}{\hbar\omega}\left[\ln\frac{p_0}S+\frac1{2p_0}\right].$$

The Poisson weights confirm this without Stirling's formula, since

$$\frac{W_{p+1}}{W_p}=\frac{S}{p+1}.$$

One more phonon costs a factor $(p+1)/S$, whose logarithm is close to $\ln(p/S)$ and not to $\ln(p/S)-1$.

**Q.** So how far does the straight line reach?

**A.** The second derivative measures the bending:

$$\frac{d^2\ln W}{dp^2}=-\frac1p+\frac1{2p^2}.$$

At a distance $\delta=p-p_0$ the line misses $\ln W$ by about $\delta^2/(2p_0)$, and it lies above the true curve. It is good for $\delta^2\ll2p_0$. The law is exponential over a limited range of gaps, and the rate falls more steeply as the gap grows.

**Q.** Give me numbers from a case where weak coupling is reasonable.

For displaced harmonic modes at zero temperature with constant electronic coupling, the averaged rate has been derived, and in weak coupling it falls nearly exponentially with the gap over a limited range, with the local coefficient $\beta$. What remains is to put in numbers for a rare-earth ion in SiO2 and to test the law against strong coupling, temperature, varying coupling, frequency changes, anharmonicity and the phonon band.
